# Why Tin-Silver-Copper Solder Creeps at Room Temperature, and How Much

## Question

A tin-silver-copper solder joint melts near 490 K, so at room temperature it is already at about 0.6 of its absolute melting temperature. It is often concluded that creep, the slow permanent deformation of a solid under sustained stress, is unavoidable in such a joint. How large is the creep over ten years of service, how does it scale with temperature and stress, and is "unavoidable" the right word?

## Answer

### What the temperature ratio says

The ratio in question is the homologous temperature,

$$
\theta=\frac{T}{T_m},
$$

with both temperatures absolute. For $T=300$ K and $T_m=490$ K it is $300/490=0.61$. At 400 K, a plausible temperature beside a working chip, it is 0.82.

A ratio of temperatures is not yet a rate of deformation. Creep needs a stress that changes the shape of the solid, time for the deformation to accumulate, and atoms that can change places. The ratio $\theta$ bears on the third condition alone, so the first task is to find how strongly it controls atomic jumps.

### The rate of atomic jumps

Let an atom of mass $m$ sit in a potential well $V(x)$ with $V=0$ at the bottom, and let it leave by crossing a barrier of height $Q$. In thermal equilibrium the probability density for finding it at the barrier top is

$$
p_{\rm top}=\frac{e^{-Q/kT}}{Z},\qquad Z=\int_{\rm well}e^{-V(x)/kT}\,dx .
$$

The rate of crossing in one direction is this density times an average of the velocity $v$ over all atoms, in which those moving the other way count as zero. With the Maxwell distribution,

$$
\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}} .
$$

If $Q\gg kT$, the atom stays near the bottom of the well, where $V\approx\tfrac12\kappa x^2$. The Gaussian integral then gives $Z\approx\sqrt{2\pi kT/\kappa}$, and the jump rate is

$$
\nu=\sqrt{\frac{kT}{2\pi m}}\,\sqrt{\frac{\kappa}{2\pi kT}}\;e^{-Q/kT}
=\frac{\omega}{2\pi}\,e^{-Q/kT},\qquad \omega=\sqrt{\kappa/m}.
$$

The factors of $kT$ in front cancel. What remains is a vibration frequency times the Boltzmann factor of the barrier. It is assumed that an atom which crosses the top does not immediately turn back.

The harmonic approximation can be checked on a cosine barrier, $V=\tfrac12Q(1-\cos u)$, where $u$ is the position expressed as an angle. Expanding,

$$
V\approx \frac{Q}{4}u^2-\frac{Q}{48}u^4 .
$$

The quadratic term gives $\langle u^2\rangle=2kT/Q$, hence $\langle u^4\rangle=3\langle u^2\rangle^2=12(kT/Q)^2$. The quartic term therefore raises $Z$ by the relative amount $(Q/48kT)\cdot12(kT/Q)^2=kT/4Q$, and lowers the rate by the same fraction. For the barrier used below, $Q/k=6370$ K, this is $300/(4\times6370)=1.2\,\%$ at room temperature. Direct quadrature gives a rate 0.988 times the harmonic one, in agreement.

### Why stress is needed

Without stress, jumps in opposite directions balance. Suppose a stress does work $W$ on the moving atoms between the well and the barrier top. It lowers the forward barrier to $Q-W$ and raises the backward one to $Q+W$. The net rate is

$$
\nu_+-\nu_-=\frac{\omega}{2\pi}e^{-Q/kT}\left(e^{W/kT}-e^{-W/kT}\right)
=\frac{\omega}{\pi}e^{-Q/kT}\sinh\frac{W}{kT}.
$$

This form holds for $W\ll Q$, where the stress does not noticeably move the well and the barrier or change the curvature. It vanishes at $W=0$, whatever the value of $\theta$. A high homologous temperature makes atoms mobile, and stress gives their motion a direction.

### Scaling with homologous temperature

Write the barrier as $Q=g\,kT_m$, with $g$ a pure number. Dividing the jump rate at $T$ by the rate in the solid just below melting cancels the frequency:

$$
f=\frac{e^{-Q/kT}}{e^{-Q/kT_m}}
=\exp\left[-g\left(\frac{T_m}{T}-1\right)\right]
=\exp\left[-g\left(\frac1\theta-1\right)\right].
$$

This is the reason for using $\theta$: metals with the same $g$ are slowed equally at the same $\theta$. That $g$ is similar for different metals is a rough correlation and not a law. It also depends on the path that the atoms take, for example through the lattice or along a dislocation core.

For the estimate take $g=13$, a round model value. The barrier is then $Q/k=13\times490=6370$ K, or 0.55 eV. At room temperature $1/\theta-1=0.633$, so

$$
f=e^{-13\times0.633}=2.7\times10^{-4}.
$$

Jumps are a few thousand times rarer than at the melting point. Now consider a model metal that melts at 1400 K and has the same $g$. At 300 K it has $\theta=0.21$ and $1/\theta-1=3.67$, so

$$
f=e^{-13\times3.67}=2.0\times10^{-21}.
$$

A ratio of about three between the two values of $\theta$ has become seventeen orders of magnitude in the rate, because $1/\theta$ stands in an exponent. In this sense the solder is warm at room temperature and the other metal is cold.

The factor is also sensitive to $g$. For the solder at 300 K it is $1.1\times10^{-5}$ if $g=18$ and $1.3\times10^{-7}$ if $g=25$. Homologous temperature alone therefore leaves the room-temperature rate uncertain by more than three orders of magnitude, and cannot replace a creep rate known at one temperature and stress.

### A creep law with a known anchor

For a uniaxial stress $s$, take the steady creep rate to be

$$
\dot\varepsilon=r_0\left(\frac{s}{s_0}\right)^n
\exp\left[-\frac{Q}{k}\left(\frac1T-\frac1{T_0}\right)\right].
$$

The exponential assumes that deformation waits for thermally activated jumps with barrier $Q$. The power of stress is empirical: it stands for the way in which stress changes both the number of moving dislocations and their speed, and the single-barrier argument above does not derive it. The anchor $r_0$ is the rate at stress $s_0$ and temperature $T_0$.

The round inputs are $T_0=300$ K, $s_0=10$ MPa, $r_0=10^{-8}\ \mathrm{s^{-1}}$, $n=6$ and a Young's modulus $E=50$ GPa. They are model parameters and not measured properties of a particular alloy. Real rates vary by orders of magnitude with grain structure and ageing, so a rate a hundred times smaller is examined as well. Initial transient creep and damage are left out.

The model metal melting at 1400 K can now be given a strain. Extrapolated to its melting point, the solder would creep at $10^{-8}/(2.66\times10^{-4})=3.8\times10^{-5}\ \mathrm{s^{-1}}$ under 10 MPa. If the other metal has this same rate at its own melting point, its room-temperature creep strain after ten years, $3.16\times10^8$ s, is

$$
3.8\times10^{-5}\times2.0\times10^{-21}\times3.16\times10^{8}\approx2\times10^{-17}.
$$

Creep by this mechanism is absent for every practical purpose.

### First case: a constant load

Under constant stress and temperature the strain grows in proportion to time. At 10 MPa and 300 K the solder reaches 1 % strain after

$$
t=\frac{0.01}{10^{-8}\ \mathrm{s^{-1}}}=10^6\ \mathrm{s}\approx 12\ \text{days}.
$$

Continued for ten years, the formula would give a nominal strain of $10^{-8}\times3.16\times10^8\approx3$. That number is not a prediction, since small-strain theory has failed long before. It says that the joint cannot carry this load for its service life.

Heating to 400 K multiplies the rate by

$$
\exp\left[6370\left(\frac1{300}-\frac1{400}\right)\right]=e^{5.31}\approx200,
$$

and 1 % strain is reached in about 1.4 hours. Stress acts strongly too: doubling it multiplies the rate by $2^6=64$.

With the smaller anchor, $10^{-10}\ \mathrm{s^{-1}}$, the room-temperature time to 1 % strain is about 1160 days, or a little over three years. This is still within the service life, but it is no longer a matter of days.

### Second case: a fixed displacement

A solder joint between a chip and a board is often loaded in another way. The two parts expand differently when the temperature changes, and the joint is held at a nearly fixed deformation. Suppose that its surroundings are rigid and that the temperature is constant after the change. The total strain is the sum of an elastic part and a creep part, and it does not change:

$$
\frac{s}{E}+\varepsilon_c=\text{constant}
\quad\Rightarrow\quad
\frac1E\frac{ds}{dt}=-r_0\left(\frac{s}{s_0}\right)^n .
$$

The minus sign says that creep strain grows at the expense of elastic strain. Let $s_0$ be the initial stress, and set $y=s/s_0$. Then

$$
\frac{dy}{dt}=-\frac{y^n}{\tau},\qquad \tau=\frac{s_0}{E\,r_0}.
$$

Separating the variables and integrating from $y=1$ at $t=0$,

$$
\int_1^y y'^{-n}\,dy'=\frac{y^{1-n}-1}{1-n}=-\frac t\tau
\quad\Rightarrow\quad
y^{1-n}=1+(n-1)\frac t\tau ,
$$

and hence

$$
s(t)=s_0\left[1+(n-1)\frac{t}{\tau}\right]^{-1/(n-1)} .
$$

For $n\to1$ this becomes the exponential $s_0e^{-t/\tau}$. For larger $n$ the decay starts at the same relative rate $1/\tau$ but then slows, because each loss of stress sharply reduces the creep rate. The formula was tested against numerical integration of the differential equation for both values of $r_0$.

The time scale is the initial elastic strain divided by the initial creep rate:

$$
\tau=\frac{10\ \mathrm{MPa}}{(50\,000\ \mathrm{MPa})(10^{-8}\ \mathrm{s^{-1}})}
=\frac{2\times10^{-4}}{10^{-8}\ \mathrm{s^{-1}}}=2\times10^4\ \mathrm{s}\approx5.6\ \mathrm{h}.
$$

Setting $y=\tfrac12$ gives $2^{n-1}=1+(n-1)t/\tau$, so half the stress is gone after

$$
t_{1/2}=\tau\,\frac{2^{n-1}-1}{n-1}=\frac{31}{5}\,\tau=1.24\times10^5\ \mathrm{s}\approx34\ \mathrm{h}.
$$

After ten years $(n-1)t/\tau=5\times3.16\times10^8/(2\times10^4)=7.9\times10^4$, and the remaining stress is $10\times(7.9\times10^4)^{-1/5}\approx1.0$ MPa. About 90 % of the elastic strain has become permanent.

At such long times the 1 in the bracket is negligible. With $r_0=Cs_0^n$, where $C$ describes the material alone, $s_0^{\,n-1}\tau=1/(EC)$, and the stress becomes

$$
s(t)\approx\left[\frac{1}{(n-1)\,E\,C\,t}\right]^{1/(n-1)} .
$$

The initial stress has dropped out, and the material enters through a fifth root. A hundredfold smaller creep rate therefore raises the final stress by only $100^{1/5}=2.5$, to 2.6 MPa. The half-stress time, which is inversely proportional to the rate, rises by the full factor of one hundred, to 144 days.

The creep strain during the hold is small. It cannot exceed the initial elastic strain, here $2\times10^{-4}$. This bound does not cover the temperature change itself, and the mismatch imposed on a real joint is often far larger than $2\times10^{-4}$. A difference in expansion of 14 ppm/K over 50 K, acting over 5 mm on a joint 0.3 mm high, is a shear of about 1.2 %, or an equivalent uniaxial strain of $6.7\times10^{-3}$. Imposed over 15 minutes with the 300 K creep law above, it raises the stress to about 30 MPa, and about $6\times10^{-3}$ of it becomes creep before the hold begins. What creep changes here is the stress, and the joint no longer springs back to its former shape when the displacement is removed. If later temperature changes restore a stress of 10 MPa, each following hold can convert up to another $2\times10^{-4}$. Five complete conversions amount to $10^{-3}$ when their magnitudes are added, although strains of opposite sign partly cancel in the final shape. Flexible surroundings store further elastic deformation. They make the relaxation slower than in this rigid limit and allow more creep strain: if joint and surroundings together are ten times as compliant as the solder alone, the half-stress time becomes 344 h and the creep strain after ten years is $1.7\times10^{-3}$.

### Can creep be avoided?

In this model the creep rate is never zero under stress, but it can be negligible. That word needs a tolerance. Let the allowed creep strain be $e=0.1\,\%$ over a life $L$ of ten years at constant stress. At 300 K the condition is

$$
r_0\left(\frac{s}{s_0}\right)^nL=e
\quad\Rightarrow\quad
s=s_0\left(\frac{e}{r_0L}\right)^{1/n}
=10\ \mathrm{MPa}\times\left(\frac{1}{3156}\right)^{1/6}\approx2.6\ \mathrm{MPa}.
$$

A reduction of the rate by a factor of about three thousand costs only a factor of about four in stress. With the smaller anchor rate the limit is 5.6 MPa. Both values extrapolate the power law to low stress, where diffusion creep, whose rate is proportional to stress, may add to it. The true limit may then be much lower: a linear term that makes up only 1 % of the rate at 10 MPa brings the limit from 2.6 MPa down to 0.3 MPa. The exponent matters as well. With the main anchor, $n=4$ gives 1.3 MPa and $n=3$ gives 0.7 MPa.

The other way is to keep the stress at 10 MPa and cool the joint. The exponential must supply the same reduction:

$$
\frac{Q}{k}\left(\frac1T-\frac1{T_0}\right)=\ln\frac{r_0L}{e}=\ln 3156=8.06 .
$$

Dividing by $g=Q/(kT_m)$ turns this into a condition on the homologous temperature, with $\theta_0=T_0/T_m$:

$$
\frac1\theta=\frac1{\theta_0}+\frac1g\ln\frac{r_0L}{e}
=1.633+\frac{8.06}{13}=2.25 .
$$

The result is $\theta=0.44$, or $T\approx217$ K. If the creep rate at 300 K is kept fixed while the barrier is changed, $g=18$ gives $\theta=0.48$ and $g=25$ gives $\theta=0.51$. A larger barrier requires less cooling, because the rate then falls faster with temperature. These values assume one barrier over the whole range. A second path with a lower barrier takes over on cooling: if a path with $g=6.5$ carries 10 % of the rate at 300 K beside the $g=13$ path, the limit falls from 217 K to 194 K.

These values give a meaning to the working rule that creep matters above roughly half the melting temperature. No transition takes place there. The threshold is the temperature at which the accumulated strain equals the chosen tolerance, and it moves with stress, service life and tolerance. Service life and tolerance move it only a little, because they enter through a logarithm divided by $g$: with $g=13$, a tenfold change in either shifts $\theta$ from 0.44 to 0.41 or 0.48. Stress has a larger effect, because its logarithm is also multiplied by $n$. The threshold is $\theta=0.39$ at 20 MPa and 0.66 at 2 MPa.

### Is "unavoidable" the right word?

It is right for a joint that carries a sustained stress near 10 MPa for years at room temperature or above. With the main parameters the effects appear within days, and with a creep rate a hundred times smaller they appear within months to a few years. It is wrong as a deduction from $\theta\approx0.6$ alone: at that same homologous temperature, a brief load or a low enough stress can leave steady creep below the tolerance. With $n=6$ and no other mechanism, 1 or 2 MPa is low enough; a smaller exponent or added diffusion creep can push the limit below 1 MPa. Cooling the joint far enough, which lowers $\theta$ itself, can do the same at 10 MPa. The main values are in the numerical output below.

## Computed values

```
Solder melting temperature: 490 K
Room temperature: 300 K
Homologous temperature, room: 0.612
Homologous temperature, 400 K: 0.816
Barrier ratio g = Q/(k Tm): 13
Q/k: 6370 K
Barrier Q: 0.549 eV
Quadrature/harmonic jump rate, room: 0.9877
Slowing factor f at room, g=13: 2.66e-04
Slowing factor f at room, g=18: 1.12e-05
Slowing factor f at room, g=25: 1.33e-07
Contrast metal melting temp.: 1400 K
Contrast theta at room: 0.214
Contrast slowing factor, g=13: 1.99e-21
Creep rate at melting, s0 (model): 3.76e-05 1/s
Contrast creep strain over life: 2.4e-17
Stress exponent n: 6
Young's modulus E: 50 GPa
Reference stress s0: 10 MPa
Initial elastic strain s0/E: 2.0e-04
Creep rate r0 at s0, room: 1.0e-08 1/s
Service life: 10 years = 3.156e+08 s
Time to 1 % strain, constant s0: 1.00e+06 s
  the same in days: 11.6 d
Speed-up from room to 400 K: 202
Time to 1 % at 400 K: 1.38 h
Relaxation time tau: 2.00e+04 s = 5.56 h
Half-stress time: 1.24e+05 s
  the same in hours: 34.4 h
Stress left after life: 1.05 MPa
Elastic strain turned to creep: 89.5 %
Allowed creep strain over life: 0.1 %
Stress limit at room: 2.61 MPa
Rate reduction needed at s0: 3156
  its natural logarithm: 8.057
Temperature limit, g=13: 217 K, theta 0.44
Temperature limit, g=18: 235 K, theta 0.48
Temperature limit, g=25: 251 K, theta 0.51
Slower alloy creep rate: 1.0e-10 1/s
Slower: time to 1 % strain: 1157 d
Slower: half-stress time: 144 d
Slower: stress left: 2.63 MPa
Slower: stress limit: 5.63 MPa
```
